\section*{Why the Tamm-Dancoff plasmon of the electron gas diverges at small q}

\section{The two calculations}

Q: In energy-loss spectra of a simple metal the plasmon settles at a finite energy when I reduce the momentum transfer $\hbar q$. A colleague's calculation that keeps resonant transitions only gives an energy that climbs instead. What equation is being solved, and what has been left out?

A: Take the simplest metal: $N$ electrons in a volume $V$, density $n=N/V$, a uniform neutralizing background, no spin polarization, zero temperature. The Fermi wave number obeys $k_F^3=3\pi^2n$, and $v_F=\hbar k_F/m$. I use Gaussian units, so the Coulomb interaction is $v=4\pi e^2/q^2$. Pair energies are those of free electrons, and the electrons respond to the Hartree field alone. This is the random-phase approximation (RPA), or a Bethe-Salpeter equation without electron-hole attraction and self-energy.

Let $k$ stand for wave vector and spin, with $q$ changing the wave vector only. The density operator is $\hat\rho=\sum_k a_k^\dagger a_{k+q}$. A density wave $\nu=\langle\hat\rho\rangle$ produces the Hartree term $(v/V)\,\nu\,\hat\rho^\dagger$ in the Hamiltonian. For the amplitude $\rho_k=\langle a_k^\dagger a_{k+q}\rangle$ we need two commutators:
\begin{align}
\Big[a_k^\dagger a_{k+q},\sum_p\varepsilon_p a_p^\dagger a_p\Big]&=(\varepsilon_{k+q}-\varepsilon_k)\,a_k^\dagger a_{k+q},\\
[a_k^\dagger a_{k+q},\hat\rho^\dagger]&=a_k^\dagger a_k-a_{k+q}^\dagger a_{k+q}.
\end{align}
Since $\nu$ is already of first order, the second commutator is averaged over the filled Fermi sphere, with occupations $f_k$ equal to 0 or 1. For a time dependence $e^{-iEt/\hbar}$, where $E=\hbar\omega$,
\begin{equation}
E\rho_k=(\varepsilon_{k+q}-\varepsilon_k)\rho_k+(f_k-f_{k+q})\frac vV\sum_{k'}\rho_{k'} .
\label{eom}
\end{equation}
Two kinds of amplitude feel the field. If $k$ is occupied and $k+q$ empty, the factor $f_k-f_{k+q}$ is $+1$ and the pair is resonant, with energy $\Delta_k=\varepsilon_{k+q}-\varepsilon_k>0$. If $k$ is empty and $k+q$ occupied, the factor is $-1$ and the pair is antiresonant. The Tamm-Dancoff approximation (TDA) deletes the second kind.

Q: How does that deletion change the condition for a collective mode?

A: Solve (\ref{eom}) for $\rho_k$, sum over $k$, and divide by $\nu=\sum_k\rho_k$, which is nonzero for a density mode. The resonant pairs contribute $1/(E-\Delta_k)$. For an antiresonant pair put $k'=-k-q$. Then $k'$ is occupied and $k'+q=-k$ is empty, so $k'$ labels a resonant pair. Because $\varepsilon_k=\varepsilon_{-k}$, we have $\varepsilon_{k+q}-\varepsilon_k=-\Delta_{k'}$, and the contribution is $-1/(E+\Delta_{k'})$. With sums over resonant pairs, spin included,
\begin{align}
\text{TDA:}\quad 1&=\frac vV\sum_k\frac1{E-\Delta_k},\label{tda}\\
\text{full:}\quad 1&=\frac vV\sum_k\Big[\frac1{E-\Delta_k}-\frac1{E+\Delta_k}\Big]
=\frac vV\sum_k\frac{2\Delta_k}{E^2-\Delta_k^2}.\label{full}
\end{align}
The plasmon is the root above all pair energies. Such a root exists at small $q$; at larger $q$ it merges with the pair continuum, in the full problem near $q=0.945\,k_F$ for the density used below. Above all pair energies both right-hand sides decrease with $E$, and the TDA side is the larger, so the TDA root lies higher. At small $q$, how much higher is set to leading order by two properties of the pairs: their number and their mean energy.

\section{Counting the pairs}

Q: Why should their number depend on $q$?

A: The exclusion principle requires $k$ to lie inside the Fermi sphere and $k+q$ outside. The allowed region is the sphere minus its overlap with a sphere displaced by $q$. For $q<2k_F$ the overlap consists of two caps of height $h=k_F-q/2$, each of volume $\pi h^2(3k_F-h)/3$. Hence
\begin{align}
\Omega_{\rm overlap}&=\frac{2\pi}3\Big(k_F-\frac q2\Big)^2\Big(2k_F+\frac q2\Big)\notag\\
&=\frac{4\pi}3k_F^3-\pi k_F^2q+\frac{\pi q^3}{12}.
\end{align}
The allowed volume is therefore $\pi k_F^2q-\pi q^3/12$. Multiplying by the density of states $2V/(2\pi)^3$ gives the number $N_p$ of resonant pairs:
\begin{equation}
\frac{N_p}V=\frac{k_F^2q}{4\pi^2}\Big(1-\frac{q^2}{12k_F^2}\Big),\qquad
S_0\equiv\frac{N_p}N=\frac{3q}{4k_F}\Big(1-\frac{q^2}{12k_F^2}\Big).
\label{count}
\end{equation}
At small $q$ only a thin shell at the Fermi surface takes part, and its thickness is proportional to $q$.

Q: And their mean energy?

A: Start from $\sum f_k(1-f_{k+q})(\varepsilon_{k+q}-\varepsilon_k)$. Under $k\to-k-q$ the product $f_kf_{k+q}$ is unchanged while the energy difference changes sign, so the term with two occupation factors vanishes. What remains is
\begin{equation}
\sum_k\Delta_k=\sum_kf_k\frac{\hbar^2}{2m}(2\mathbf k\cdot\mathbf q+q^2)=N\frac{\hbar^2q^2}{2m},
\label{fsum}
\end{equation}
because $\mathbf k\cdot\mathbf q$ averages to zero over the sphere. Dividing by $N_p$,
\begin{equation}
\bar\Delta=\frac{\hbar^2q^2}{2mS_0}\;\longrightarrow\;\frac23\hbar v_Fq\qquad(q\to0).
\end{equation}

\section{The two small-$q$ limits}

Q: Then every pair energy goes to zero. What makes the resonant-only mode go up?

A: The Coulomb interaction grows as $1/q^2$, while the number of pairs falls only as $q$. Define
\begin{equation}
W=v\frac{N_p}V=\frac{e^2k_F^2}{\pi q}\Big(1-\frac{q^2}{12k_F^2}\Big).
\label{W}
\end{equation}
In (\ref{tda}) write $E-\Delta_k=z-\delta_k$, with $z=E-\bar\Delta$ and $\delta_k=\Delta_k-\bar\Delta$. Expanding in $\delta_k/z$ and denoting averages over pairs by angle brackets,
\begin{equation}
1=\frac Wz\Big(1+\frac{\langle\delta\rangle}z+\frac{\langle\delta^2\rangle}{z^2}+\dots\Big).
\end{equation}
Since $\langle\delta\rangle=0$, this gives $z=W+\langle\delta^2\rangle/W+\dots$, and
\begin{equation}
E_{\rm TDA}=W+\bar\Delta+\frac{\langle\delta^2\rangle}W+\dots
=\frac{e^2k_F^2}{\pi q}+O(q).
\label{tdaresult}
\end{equation}
The variance is of order $q^2$, so the third term is of order $q^3$. The expansion is justified at small $q$ because the largest pair energy, $\hbar v_Fq+\hbar^2q^2/2m$, is then far below $W$.

Q: The full equation contains the same $1/q^2$. Why does it not diverge?

A: Expand (\ref{full}) for $E\gg\Delta_k$ and multiply by $E^2$:
\begin{equation}
E^2=\frac{2v}V\sum_k\Delta_k+\frac{2v}{VE^2}\sum_k\Delta_k^3+\dots
\label{fullexp}
\end{equation}
The two terms $\pm1/E$ in the bracket have cancelled, and with them the bare pair count. The interaction now multiplies the energy sum (\ref{fsum}), which is proportional to $q^2$:
\begin{equation}
\frac{2v}V\sum_k\Delta_k=2W\bar\Delta=2\,\frac{4\pi e^2}{q^2}\,n\,\frac{\hbar^2q^2}{2m}
=\hbar^2\frac{4\pi ne^2}m=(\hbar\omega_p)^2 .
\label{product}
\end{equation}
So $W$ diverges and $\bar\Delta$ vanishes, but for every $q<2k_F$ twice their product is the squared plasma energy.

For the next term, the symmetry argument that led to (\ref{fsum}) works for any odd power of the energy difference. With $\langle(\mathbf k\cdot\mathbf q)^2\rangle=k_F^2q^2/5$ over the filled sphere,
\begin{align}
\sum_k\Delta_k^3&=\Big(\frac{\hbar^2}{2m}\Big)^3\sum_kf_k(2\mathbf k\cdot\mathbf q+q^2)^3\notag\\
&=N\Big(\frac{\hbar^2}{2m}\Big)^3\Big(\frac{12}5k_F^2q^4+q^6\Big).
\end{align}
Here the odd powers of $\mathbf k\cdot\mathbf q$ dropped out. Division by (\ref{fsum}) gives $\frac35(\hbar v_Fq)^2+(\hbar^2q^2/2m)^2$. The prefactor $2W\bar\Delta/E^2$ in (\ref{fullexp}) tends to one, so
\begin{equation}
\omega^2=\omega_p^2+\frac35v_F^2q^2+O(q^4).
\label{bohmgross}
\end{equation}

\section{Numbers for one density}

Q: How large is the discrepancy at momentum transfers I could measure?

A: Choose a density with one electron per sphere of radius 4 bohr. Then $k_F=0.480$ per bohr, $\hbar\omega_p=5.891$ eV and $e^2k_F/\pi=4.156$ eV. At $q=0.1\,k_F$, equation (\ref{W}) gives
\[
W=\frac{4.156}{0.1}\Big(1-\frac{0.01}{12}\Big)\ \text{eV}=41.52\ \text{eV},
\]
and the mean pair energy is $\bar\Delta=0.418$ eV. Thus $E_{\rm TDA}\approx41.52+0.42=41.94$ eV. The same two numbers give $\sqrt{2\times41.52\times0.418}=5.89$ eV for the leading full result. The roots of (\ref{tda}) and (\ref{full}) are:

\begin{center}
\begin{tabular}{ccccc}
$q/k_F$ & TDA (eV) & full (eV) & $W/\bar\Delta$ & $Y/X$\\
\hline
0.50 & 10.35 & 6.45 & 3.8 & $-0.49$\\
0.20 & 21.55 & 5.97 & 24.7 & $-0.75$\\
0.10 & 41.94 & 5.91 & 99.4 & $-0.87$\\
0.05 & 83.31 & 5.90 & 398 & $-0.93$\\
0.01 & 415.6 & 5.89 & 9951 & $-0.99$
\end{tabular}
\end{center}

Here $X$ and $Y$ are the summed resonant and antiresonant amplitudes of the full mode. Halving $q$ from $0.1$ to $0.05\,k_F$ nearly doubles the TDA energy, while the full energy changes by only 0.015 eV. The numerical check tests both limits and their next-order terms, and compares the roots with explicit sums and matrix diagonalization in periodic boxes.

\section{What the antiresonant pairs do}

Q: An antiresonant term has the denominator $E+\Delta$, which never becomes small. I would have expected a minor correction.

A: For a single pair that expectation holds when $E$ is close to its energy $\Delta$, since then $1/(E-\Delta)$ is much larger than $1/(E+\Delta)$. The plasmon is far above all pair energies at small $q$, so the two denominators are almost equal. From the solution of (\ref{eom}),
\begin{equation}
\frac YX=-\frac{\sum_k1/(E+\Delta_k)}{\sum_k1/(E-\Delta_k)}\longrightarrow-1 .
\end{equation}
The antiresonant amplitude becomes as large as the resonant one and opposite to it. The density wave $X+Y$ is the small remainder, so the restoring field is far weaker than $X$ alone would produce.

Q: Would including most of the coupling be good enough?

A: Not at small $q$. Multiply the coupling between the two kinds of pair by a number $\lambda$, and replace all pair energies by $\bar\Delta$. Summing (\ref{eom}) over each kind gives
\begin{align}
EX&=\bar\Delta X+W(X+\lambda Y),\\
-EY&=\bar\Delta Y+W(\lambda X+Y).
\end{align}
These are $(E-\bar\Delta-W)X=\lambda WY$ and $-(E+\bar\Delta+W)Y=\lambda WX$. Multiplying them and dividing by $XY$,
\begin{equation}
E^2=(\bar\Delta+W)^2-\lambda^2W^2 .
\label{lambda}
\end{equation}
For $\lambda=0$ this is the TDA energy $\bar\Delta+W$. For $\lambda=1$ the squares of $W$ cancel, leaving $\bar\Delta^2+2\bar\Delta W$. For any fixed $\lambda$ between 0 and 1 the energy still diverges, as $W\sqrt{1-\lambda^2}$. In a periodic box with 1850 electrons at the density above and $q=0.165\,k_F$, diagonalizing the matrix of (\ref{eom}) gives 25.4 eV for $\lambda=0$, 12.3 eV for $\lambda=0.9$ and 5.95 eV for $\lambda=1$. Even 90\% of the coupling leaves the mode at about twice the full energy.

\section{The missing inertia}

Q: The cancellation is clear as algebra. Is there a physical reason that it must be complete?

A: Look at the mass. The leading TDA energy $e^2k_F^2/(\pi q)$ does not contain $m$. A plasma oscillation is electrons accelerated by their own field, so heavier electrons must oscillate more slowly. Doubling the mass at fixed density and $q=0.01\,k_F$ multiplies the full energy by 0.707, that is by $1/\sqrt2$, but leaves the TDA energy unchanged to within 0.01\%.

The reason lies in the commutators. The Coulomb energy of the wave vectors $\pm q$ is, up to a constant, $(v/V)\hat\rho^\dagger\hat\rho$. The complete density operators commute:
\begin{equation}
[\hat\rho,\hat\rho^\dagger]=\sum_k\big(a_k^\dagger a_k-a_{k+q}^\dagger a_{k+q}\big)=N-N=0 .
\end{equation}
The Coulomb energy therefore cannot change the density by itself. It changes the velocities, and the kinetic energy then turns velocity into a change of density. This second step brings in $1/m$.

Now keep the resonant part, $\hat R=\sum_{\rm res}a_k^\dagger a_{k+q}$. Each resonant pair contributes $f_k-f_{k+q}=1$, so $\langle[\hat R,\hat R^\dagger]\rangle=N_p$. The antiresonant part would have contributed $-N_p$. With the commutator replaced by its mean value, as in the RPA, the Coulomb energy alone gives
\begin{equation}
i\hbar\frac{d\hat R}{dt}=\frac vV[\hat R,\hat R^\dagger\hat R]
=\frac vV[\hat R,\hat R^\dagger]\hat R\;\to\;W\hat R .
\end{equation}
The truncated density rotates at the frequency $W/\hbar$ without any kinetic energy. The truncation has turned a position-like variable into an oscillator amplitude, and the divergent TDA energy is the frequency of that artificial oscillator.

\section{What the loss intensity shows}

Q: I measure intensities as well as energies. Does the error appear there?

A: Yes. Add a weak external potential $u\hat\rho^\dagger$ that oscillates at energy $E$. It enters (\ref{eom}) beside the Hartree field, which becomes $u+(v/V)\nu$. Let $F(E)$ be the right-hand side of (\ref{tda}) or (\ref{full}). Then
\begin{equation}
\nu=\frac VvF\Big(u+\frac vV\nu\Big)\quad\Rightarrow\quad
\frac\nu u=\frac Vv\,\frac F{1-F}.
\end{equation}
In terms of excitation energies $E_j$ and density strengths $s_j$, which set the loss intensity, the full response is $\sum_js_j[1/(E-E_j)-1/(E+E_j)]$. The TDA response has the first term alone. Compare the two forms at large $E$. In the full problem $F\to(\hbar\omega_p)^2/E^2$, and with (\ref{product})
\begin{equation}
2\sum_js_jE_j=\frac Vv(\hbar\omega_p)^2=N\frac{\hbar^2q^2}m .
\end{equation}
This is the $f$-sum rule. In the TDA $F=W/E+W\bar\Delta/E^2+\dots$, so $F/(1-F)=F+F^2+\dots$ gives, with $VW/v=N_p$,
\begin{equation}
\sum_js_j=N_p,\qquad
\sum_js_jE_j=N_p(\bar\Delta+W)=N\frac{\hbar^2q^2}{2m}\Big(1+\frac W{\bar\Delta}\Big).
\end{equation}
The sum rule is violated by the factor $1+W/\bar\Delta$. In the box just mentioned, $W=24.73$ eV and $\bar\Delta=0.702$ eV give $1+35.2=36.2$, in agreement with the diagonalization.

The strength of the plasmon itself follows from the leading forms of $F$ at small $q$. With $F=W/E$ the TDA response is $N_p/(E-W)$, so the strength per electron is $S_0\to3q/4k_F$. With $F=(\hbar\omega_p)^2/E^2$ the full response has a pole at $\hbar\omega_p$, of strength per electron
\begin{equation}
\frac{V\hbar\omega_p}{2vN}=\frac{\hbar q^2}{2m\omega_p}.
\end{equation}
At $q=0.1\,k_F$ the computed strengths are 0.075 and 0.0053. The TDA line is thus about seven times too high in energy and fourteen times too strong. The value $S_0$ belongs to the uncorrelated Fermi sphere. In the full problem the ground state has correlations that suppress long-wavelength density fluctuations.

\section{Where the approximation can be used}

Q: Under what condition may I trust the resonant-only result?

A: In the single-energy model, (\ref{lambda}) gives $E_{\rm TDA}^2-E_{\rm full}^2=W^2$. The error is small if $W\ll\bar\Delta$: the interaction must shift the mode by much less than the pair energy. For the electron gas at small $q$,
\begin{equation}
\frac W{\bar\Delta}\to\frac{3me^2k_F}{2\pi\hbar^2q^2},
\end{equation}
so the condition becomes worse as $q$ falls. In the table the ratio is already 3.8 at $q=0.5\,k_F$, where the TDA energy is 61\% above the full one. Raising $q$ does not bring $W\ll\bar\Delta$ within reach at this density: where the full root enters the pair continuum, near $q=0.945\,k_F$, the ratio is still about 0.95 and the TDA root lies about 6.5\% higher. The single-energy model is only a rough guide there: with this ratio (\ref{lambda}) would give about 15\%, because the mode is no longer far above the spread of pair energies.

Q: Does the $1/q$ law carry over to an insulator, or to a finite periodic box?

A: The law relies on $\bar\Delta$ vanishing with $q$. Suppose instead that all transitions lie at one finite energy $\Delta_0$ and still obey the $f$-sum rule. Each transition $j$ now enters the density with a matrix element $M_j$, so that $\nu=\sum_jM_j\rho_j$ and the field drives $\rho_j$ with the factor $M_j^*$. Every term in (\ref{tda}) and (\ref{full}) is then weighted by $|M_j|^2$, and $W$ becomes $(v/V)\sum_j|M_j|^2$. The $f$-sum rule for the bare transitions reads $\Delta_0\sum_j|M_j|^2=N\hbar^2q^2/2m$, so the summed weight falls as $q^2$ rather than as $q$. As in (\ref{product}), $2W\Delta_0=(\hbar\omega_p)^2$, and $W=(\hbar\omega_p)^2/2\Delta_0$ is finite. The TDA energy is $\Delta_0+(\hbar\omega_p)^2/2\Delta_0$, compared with $\sqrt{\Delta_0^2+(\hbar\omega_p)^2}$ for the full problem. It is too high but does not diverge, and the error is small if $\hbar\omega_p\ll\Delta_0$.

For a metal in a periodic box of side $L$, the smallest nonzero wave number is $2\pi/L$. For large boxes the leading TDA energy there is $e^2k_F^2L/(2\pi^2)$, finite for each box but growing in proportion to $L$. A true divergence needs $q\to0$, and therefore an infinite volume. All of this concerns the Hartree field alone, with free-electron pair energies for the metal and, for the insulator, a single transition energy and only the field component at $q$; electron-hole attraction and self-energies would need a separate calculation.

\section*{Values computed for the example and the checks}
\begin{verbatim}
r_s = 4.0 bohr, k_F = 0.47979 1/bohr
plasma energy = 5.8914 eV
TDA coefficient e^2 k_F/pi = 4.1558 eV (divide by q/k_F)
small box: electrons = 1850, resonant pairs = 226
small box: q/k_F = 0.1654, W = 24.730 eV, mean pair = 0.7018 eV
small box: lam = 0.0: matrix 25.4344 eV, single-energy model 25.4320 eV
small box: lam = 0.9: matrix 12.3098 eV, single-energy model 12.3046 eV
small box: antiresonant/resonant amplitude = -0.7884
small box: lam = 1.0: matrix 5.9467 eV, single-energy model 5.9331 eV
small box: first moment / (N hbar^2 q^2/2m): full 1.00000, TDA 36.241
large box: electrons = 535522, q/k_F = 0.0500
  TDA: lattice 83.233, continuum 83.274 eV; full: 5.8964, 5.8964 eV
large box: electrons = 535522, q/k_F = 0.1000
  TDA: lattice 41.890, continuum 41.925 eV; full: 5.9115, 5.9115 eV
q/k_F   TDA(eV)   full(eV)   W(eV)   mean pair(eV)   W/mean   anti/res
 0.50     10.352    6.4456      8.138     2.1324         3.82    -0.4892
 0.20     21.552    5.9726     20.710     0.8380        24.71    -0.7529
 0.10     41.942    5.9115     41.523     0.4179        99.35    -0.8678
 0.05     83.307    5.8964     83.098     0.2088       397.90    -0.9316
 0.02    207.865    5.8922    207.782     0.0835      2487.72    -0.9720
 0.01    415.615    5.8916    415.574     0.0418      9951.38    -0.9859
q/k_F   strength per electron: TDA, full   share of f-sum: TDA, full
 0.50       0.363601    1.203e-01            4.807   0.989937
 0.20       0.149469    2.097e-02           25.713   0.999844
 0.10       0.074937    5.298e-03          100.350   0.999991
 0.05       0.037492    1.328e-03          398.896   0.999999
 0.02       0.014999    2.126e-04         2488.721   1.000000
 0.01       0.007500    5.316e-05         9952.381   1.000000
TDA first-moment limit 3 e^2 k_F/(4 pi) = 3.1168 eV
TDA logarithmic slope between q/k_F = 0.01 and 0.02: -0.99960
q/k_F = 0.05: TDA - W - mean pair = 6.5699e-05 eV, variance term = 6.5568e-05 eV
q/k_F = 0.05: (omega^2 - omega_p^2)/(v_F q)^2 = 0.60082
mass doubled, q/k_F = 0.01: energy ratio TDA 0.99995, full 0.70709
\end{verbatim}
